# Clusters and phase separation in a one-dimensional binary alloy

## The problem

A row one atom wide grows along a step on the surface of a pure substrate. Each of its $N$ sites holds an A or a B atom, and neighbours in the row have bond energies $E_{AA}$, $E_{BB}$ and $E_{AB}$. Close the row into a ring, so that it has $N$ bonds, and let $N\to\infty$. The row is in equilibrium at temperature $T$, with $\beta=1/(k_BT)$. The algebra holds in atomic units; numbers are in eV, Å and K.

(a) Which combination of bond energies decides whether like atoms gather? Write the transfer matrix and find its eigenvalues.

(b) Find the distribution of A-cluster lengths, a cluster being an unbroken run of A atoms.

(c) Express the mean cluster length through $T$ and the fraction $x$ of A atoms. How does it change on cooling at fixed $x$?

(d) Does the row separate into an A-rich and a B-rich phase at some temperature $T>0$? Compare with the random-mixing approximation.

(e) Evaluate the results for an unlike-bond cost of 0.10 eV and a site spacing of 3.0 Å, at 900, 600 and 300 K. When may the row be treated as isolated?

## Hints

1. Every A atom has two bond ends. Use this to eliminate the numbers of AA and BB bonds.
2. Let the composition fluctuate at a given chemical potential difference, and return to fixed composition afterwards.
3. In a long ring, the largest eigenvalue and its eigenvector give the probability of any short string of atoms. Ask whether the next atom depends on more than the present one.
4. The ratio $P_{AB}^2/(P_{AA}P_{BB})$ of neighbour-pair probabilities does not contain the chemical potential.
5. Two phases can coexist if the free energy per site, $f(x)$, has a common tangent at two compositions. Look at the sign of $f''$.

## Solution

### (a) Energy and transfer matrix

Let $N_{AA}$, $N_{BB}$ and $N_{AB}$ count the bonds. Counting bond ends gives $2N_{AA}+N_{AB}=2N_A$ and $2N_{BB}+N_{AB}=2N_B$. The energy is therefore
$$E=E_{AA}N_A+E_{BB}N_B+wN_{AB},\qquad w=E_{AB}-\tfrac12(E_{AA}+E_{BB}).$$
At fixed composition only the last term varies. Attraction between like atoms must therefore mean $w>0$. Negative $E_{AA}$ and $E_{BB}$ are not enough, since $E_{AB}$ may be more negative still. In this model the substrate adds the same energy to every A atom, and another to every B atom, so it does not change $w$. On a real substrate, misfit strain between atoms of different size can shift the cost of a boundary and make it depend on cluster length.

Now let the row exchange atoms with reservoirs at chemical potentials $\mu_A$ and $\mu_B$. Put $s_i=+1$ for A and $-1$ for B. Since $N_A+N_B=N$ is fixed, the terms linear in $N_A$ and $N_B$ reduce, up to a constant, to $-\frac12\Delta\mu\sum_i s_i$, with
$$\Delta\mu=(\mu_A-E_{AA})-(\mu_B-E_{BB}).$$
Substrate energies are absorbed in the same way. With $D=\beta\Delta\mu/2$, a configuration has weight $\exp(D\sum_i s_i-\beta wN_{AB})$. Give half of each site term to each adjoining bond. The weight becomes a product of bond factors, which are the elements of
$$\mathsf T=\begin{pmatrix}e^{D}&b\\ b&e^{-D}\end{pmatrix},\qquad b=e^{-\beta w}.$$
Summing over all atoms multiplies these matrices around the ring, so $Z=\mathrm{Tr}\,\mathsf T^N=\lambda_+^N+\lambda_-^N$. The trace is $2\cosh D$ and the determinant is $1-b^2$, hence
$$\lambda^2-2\lambda\cosh D+1-b^2=0,\qquad \lambda_\pm=\cosh D\pm S,\qquad S=\sqrt{\sinh^2D+b^2}.$$
For $w>0$ and $T>0$ we have $0<b<1$. Thus $S>0$, and the positive determinant gives $0<\lambda_-<\lambda_+$. For large $N$, $\ln Z\to N\ln\lambda_+$.

The mean of $s$ is $2x-1$, and it equals $\partial\ln\lambda_+/\partial D$. Since
$$\frac{\partial\lambda_+}{\partial D}=\sinh D+\frac{\sinh D\cosh D}{S}=\frac{\sinh D}{S}\lambda_+,$$
we obtain
$$2x-1=\frac{\sinh D}{\sqrt{\sinh^2D+e^{-2\beta w}}}.$$
The square root does not vanish at $T>0$, so the composition varies smoothly with $\Delta\mu$.

### (b) Cluster lengths

Let $(v_A,v_B)$ be the normalized eigenvector of $\lambda_+$. Its components can be taken positive, because $bv_B=(\lambda_+-e^D)v_A$ and $\lambda_+-e^D=S-\sinh D>0$. In a long ring, the sites outside a short string contribute a high power of $\mathsf T$, in which only $\lambda_+$ survives. A string $s_1\dots s_n$ then has probability
$$P(s_1,\dots,s_n)=\frac{v_{s_1}T_{s_1s_2}\cdots T_{s_{n-1}s_n}v_{s_n}}{\lambda_+^{\,n-1}}.$$
Dividing by the probability of the string without its last atom leaves
$$P(s_n|s_1,\dots,s_{n-1})=\frac{T_{s_{n-1}s_n}v_{s_n}}{\lambda_+v_{s_{n-1}}},$$
which depends on the preceding atom alone. An A atom is followed by another A with probability $q=e^D/\lambda_+$. A cluster of length $n$ needs $n-1$ such continuations and then a B:
$$P(n)=(1-q)q^{n-1},\qquad L_A=\sum_{n\ge1}nP(n)=\frac1{1-q}.$$

The matrix of conditional probabilities is similar to $\mathsf T/\lambda_+$, so its eigenvalues are 1 and $\rho=\lambda_-/\lambda_+$. Its trace gives $P(A|A)+P(B|B)=1+\rho$, or
$$P(B|A)+P(A|B)=1-\rho.$$
The numbers of AB and BA steps along the ring are equal, so $xP(B|A)=(1-x)P(A|B)$. Solving the two equations gives $1-q=P(B|A)=(1-x)(1-\rho)$.

After $r$ steps, the excess probability of finding A has shrunk from $1-x$ to $(1-x)\rho^r$. Converting to $s=\pm1$ gives
$$\langle s_0s_r\rangle-\langle s\rangle^2=4x(1-x)\rho^r.$$
The memory of the first atom fades over the correlation length $\xi=-1/\ln\rho$, in sites, which is finite at every $T>0$.

### (c) Fixed composition

Let $y=P_{AB}$ be the probability that a site holds A and the next one holds B. Then $P_{AA}=x-y$ and $P_{BB}=1-x-y$. From the string formula, the eigenvector components and $\lambda_+$ cancel in
$$\frac{P_{AB}^2}{P_{AA}P_{BB}}=\frac{T_{AB}^2}{T_{AA}T_{BB}}=e^{-2\beta w}.$$
Multiplying out,
$$y^2e^{2\beta w}=(x-y)(1-x-y)=x(1-x)-y+y^2.$$
With $K=e^{2\beta w}-1$ this is $Ky^2+y-x(1-x)=0$. The positive root is
$$y=\frac{R-1}{2K}=\frac{2x(1-x)}{1+R},\qquad R=\sqrt{1+4x(1-x)\left(e^{2\beta w}-1\right)},$$
where the second form uses $R^2-1=4x(1-x)K$. Since $P(B|A)=y/x$,
$$\boxed{L_A=\frac{x}{y}=\frac{1+R}{2(1-x)}}$$
Comparison with $y=x(1-x)(1-\rho)$ also gives $1-\rho=2/(1+R)$, or $\rho=(R-1)/(R+1)$.

At fixed $x$ between 0 and 1,
$$\frac{dR}{d\beta}=\frac{4x(1-x)w\,e^{2\beta w}}{R}>0,$$
so the clusters grow steadily on cooling. In the hot limit $R\to1$ and $L_A\to1/(1-x)$, the value for random placement. In the cold limit, where $4x(1-x)e^{2\beta w}\gg1$, we have $R\approx2\sqrt{x(1-x)}\,e^{\beta w}$, so
$$L_A\approx\sqrt{\frac{x}{1-x}}\;e^{\beta w}.$$
For dilute A this limit sets in late: with $w=0.10$ eV, $x=0.01$ and 600 K it gives 0.70 sites, against the exact 1.36. The length diverges as $T\to0$ and at no higher temperature. At $x=1/2$, $R=e^{\beta w}$ and $L=1+e^{\beta w}$ for both species.

### (d) Is there a phase separation?

Because $\ln\lambda_+$ is differentiable, the free energy per site at fixed composition follows by a Legendre transformation:
$$f(x)=-k_BT\ln\lambda_++\tfrac12\Delta\mu(2x-1).$$
Terms constant or linear in $x$ have been dropped; they cannot affect a common-tangent construction. The derivative of the first term with respect to $\Delta\mu$ is $-(2x-1)/2$, which cancels the explicit derivative of the second. What remains is $f'(x)=\Delta\mu$, and so $f''=d\Delta\mu/dx$.

The response of the composition to $D$ is a sum of correlations:
$$\frac{d(2x-1)}{dD}=\sum_{r=-\infty}^{\infty}4x(1-x)\rho^{|r|}=4x(1-x)\frac{1+\rho}{1-\rho}=4x(1-x)R.$$
Hence $dx/dD=2x(1-x)R$. Since $D=\Delta\mu/(2k_BT)$,
$$\frac{dx}{d\Delta\mu}=\frac{x(1-x)R}{k_BT},\qquad\boxed{f''(x)=\frac{k_BT}{x(1-x)R}>0}$$
The slope $f'$ therefore rises strictly with $x$ and cannot take the same value at two compositions. There is no common tangent, and the row does not phase separate at any $T>0$. As $T\to0$, $f''\to0$: the resistance to separation vanishes only in that limit.

Counting arrangements shows the reason. Suppose all A atoms form one cluster, which can be placed in $N$ ways. Splitting both the A block and the B block in two adds two unlike bonds, at cost $2w$. There are now $N(N_A-1)(N_B-1)/2$ arrangements: the factors in brackets count the cuts, and the 2 removes the double counting of which A cluster comes first. The free energy changes by
$$\Delta F=2w-k_BT\ln\frac{(N_A-1)(N_B-1)}2.$$
For any $T>0$ this is negative once the ring is long enough. The cost of a boundary stays fixed, while the number of places for it grows with the row.

Random mixing misses this. It assigns $2x(1-x)$ unlike bonds to each site, whatever the temperature:
$$f_{\rm rm}=2wx(1-x)+k_BT[x\ln x+(1-x)\ln(1-x)],$$
$$f_{\rm rm}''=\frac{k_BT}{x(1-x)}-4w.$$
At $x=1/2$ this turns negative for $k_BT<w$, which predicts a miscibility gap that the chain does not have.

The fixed-composition results were also tested by direct summation over the number of clusters in a ring of 40,000 sites, with $w=0.10$ eV. At $x=1/4$ and $1/2$, the cluster lengths at 900, 600 and 300 K agreed with the formula within 1%. At 600, 300 and 200 K, the second differences of the free energy were positive at all compositions sampled from 0.02 to 0.98.

### (e) Numbers and their use

At 300 K, $k_BT=0.02585$ eV, so $\beta w=0.10/0.02585=3.868$ and $e^{\beta w}=47.9$. At $x=1/2$ the mean cluster has $1+47.9=48.9$ sites, or about 147 Å. The other temperatures follow in the same way:

| $T$ (K) | $L$ (sites) | $\xi$ (sites) | $f''$ (eV per site) |
|---|---:|---:|---:|
| 900 | 4.6 | 1.8 | 0.085 |
| 600 | 7.9 | 3.4 | 0.030 |
| 300 | 48.9 | 23.9 | 0.0022 |

At $x=1/4$ and 300 K, $R=41.45$. The mean A cluster has $42.45/1.5=28.3$ sites and the mean B cluster $42.45/0.5=84.9$. Their ratio is 3 because the two kinds of cluster are equal in number while B atoms are three times as many. The cold-limit formula gives 27.6 sites for A, already close.

The small $f''$ at 300 K means that composition responds steeply to chemical potential. Solving the result of part (a) for $D$ gives $\sinh D=(2x-1)e^{-\beta w}/\sqrt{1-(2x-1)^2}$. Going from $x=0.1$ to $0.9$ therefore takes a change
$$\delta(\Delta\mu)=4k_BT\,\mathrm{arsinh}\!\left(\frac{0.8}{0.6}e^{-\beta w}\right),$$
which is 0.112 eV at 900 K and 0.0029 eV at 300 K. A coarse scan could mistake the latter for a jump, but its width is finite.

Random mixing puts a critical temperature at $w/k_B=1160$ K. At 600 K it predicts separation into phases with $x=0.025$ and $0.975$, whereas the chain at $x=1/2$ remains one phase with clusters of about eight atoms.

The chosen $w$ is an illustrative value, and the spacing is an ordinary interatomic distance. Several corrections matter at 300 K and $x=1/2$:

- **Error in $w$.** Taking 0.08 or 0.12 eV changes the mean cluster to 23 or 105 sites, because $w$ stands in an exponent.
- **Second neighbours.** Let an unlike second-neighbour pair cost 0.01 eV. A well-isolated boundary cuts two such pairs, which suggests a factor $e^{0.02/0.02585}\approx2.2$ in length. A transfer matrix acting on pairs of sites gives 102 sites, a factor of 2.1.
- **Finite length.** An open row of 1000 Å has 333 sites. At $\Delta\mu=0$, and if the ends favour neither species, its 332 bonds are independent, each unlike with probability $1/(1+e^{\beta w})$. The mean number of boundaries is $332/48.9=6.8$; it falls to one at 200 K, where the row, free to exchange atoms, has no boundary at all with probability $(1-1/332)^{332}=0.37$. If the composition is held as near $x=1/2$ as 333 sites allow (166 A atoms), at least one boundary always remains; the mean number is 7.3 at 300 K and 1.7 at 200 K, where a single boundary occurs with probability 0.55. Near 200 K such a row may look separated without any phase transition; at 300 K it rarely does, since a single boundary then has probability below 0.01.
- **Slow exchange.** For an assumed exchange barrier of 1.0 eV and attempt rate of $10^{13}$ per second, the rate is $4\times10^4$ per second at 600 K but $1.6\times10^{-4}$ per second at 300 K. It reaches one exchange per 100 s at 336 K, where the equilibrium cluster has 33 sites. The length that gets frozen in depends on the cooling rate and on the mechanism. Building a long cluster takes many exchanges per site, and if atoms move by swapping with a neighbour in the row, pulling one off a boundary costs a further $2w$; in exchange with a reservoir at $\Delta\mu=0$ a boundary shifts at no cost. On cooling at about 1 K per second the row falls out of equilibrium above 336 K in either case, with shorter clusters. Under these assumptions, the 300 K equilibrium would not be reached during ordinary cooling. A single exchange takes about $10^4$ s at 295 K and $1.6\times10^{12}$ s at 200 K, so the results quoted near 200 K, above and in the second variation, describe an equilibrium that such a barrier puts out of reach.

The row was also assumed to be isolated. If further mixed rows grow against it, the rows interact and the cluster lengths change. A finite number of rows still does not phase separate at $T>0$: its transfer matrix is finite with positive elements, so the largest eigenvalue stays single and varies smoothly with $\Delta\mu$. The correlation length can nevertheless exceed any real step: at 300 K and $\Delta\mu=0$, if an unlike pair facing each other in adjacent rows costs 0.01 eV, and each outer row has a neighbour on one side only, it is about 220 sites for two rows, 2000 for three and $1.5\times10^6$ for six, against 24 for one. An array that extends without limit in both directions can separate; the second variation locates that transition.

## Two variations

### 1. Cooling at fixed chemical potential

*Keep $\Delta\mu=0.02$ eV fixed instead of $x$. What happens to the B clusters?*

By the argument of part (b), B follows B with probability $e^{-D}/\lambda_+$, so
$$L_B=\frac1{1-e^{-D}/\lambda_+}.$$
This gives 3.03 sites at 900 K, 2.89 at 600 K and 1.86 at 300 K. The length is not monotonic: it rises from 2 in the hot limit to a maximum of 3.05 near 800 K, and below that the minority clusters shrink. On cooling, $D\to\infty$ and $b\to0$, so $\lambda_+\to\cosh D+\sinh D=e^D$. The continuation probability tends to $e^{-2D}=e^{-\beta\Delta\mu}\to0$, and $L_B\to1$. The reservoir replaces B by A, and the few B atoms left stand alone. A smaller $\Delta\mu$ moves the maximum to lower temperature: for 0.002 eV it is 12.9 sites near 330 K. At $\Delta\mu=0$ the composition stays at $1/2$ and both kinds keep growing. Steady growth of both kinds of cluster all the way to $T\to0$ is thus a statement about fixed composition.

### 2. Many rows side by side

*Let an unlike pair facing each other in adjacent rows cost $w'>0$. Where does an infinite array with $x=1/2$ separate?*

Write $a=\beta w$ and $a'=\beta w'$, and set $\Delta\mu=0$. The partition function can be expanded in two ways.

First, draw the boundaries between A and B regions. They form closed loops. A loop segment parallel to the rows cuts a bond between rows and has weight $e^{-a'}$; a segment across the rows has weight $e^{-a}$.

Second, write each bond factor along a row as
$$e^{-a(1-ss')/2}=e^{-a/2}\cosh\frac a2\left(1+ss'\tanh\frac a2\right),$$
and likewise between rows. On summing over all $s=\pm1$, only closed loops of bonds survive, with weight $\tanh(a/2)$ per step along a row and $\tanh(a'/2)$ per step across.

The two loop sums have the same form. Apart from smooth prefactors, the array with $(a,a')$ is therefore equivalent to one with $(a_*,a'_*)$, where $\tanh(a_*/2)=e^{-a'}$ and $\tanh(a'_*/2)=e^{-a}$. Using $1/\sinh u=\frac12[\coth(u/2)-\tanh(u/2)]$, these become
$$\sinh a_*=\frac1{\sinh a'},\qquad \sinh a'_*=\frac1{\sinh a}.$$
The map keeps the ratio $\sinh a/\sinh a'$ and inverts the product $\sinh a\,\sinh a'$. If there is one transition along each path of fixed ratio, an assumption here, it must lie where the product equals its own inverse:
$$\sinh(\beta w)\sinh(\beta w')=1.$$

For $w=0.10$ eV the array separates below 526 K if $w'=0.01$ eV, below 295 K if $w'=0.001$ eV and below 199 K if $w'=0.0001$ eV. For the first two couplings, the transition was also located by comparing correlation lengths in strips of six and seven rows; it agreed within 1%.

For weak coupling, $\sinh a\approx e^a/2$ and $\sinh a'\approx a'$, so the condition reads $w'e^{\beta w}\approx2k_BT$. A whole cluster, of order $e^{\beta w}$ atoms, feels its neighbour row, and separation sets in when that combined energy is comparable with $k_BT$. This reading gives the order of magnitude only: at the three transitions above, the mean cluster in a row of the array has 1.6 to 1.9 times $e^{\beta w}$ atoms. This is why even 0.001 eV matters near room temperature. For a single mixed row on an inert substrate, the absence of phase separation needs only interactions of short range. The formula for $L_A$ and the geometric law need nearest-neighbour bonds alone: with the second-neighbour cost of part (e), single-atom clusters at 300 K make up 2.1% of all clusters, against 1.0% for a geometric law of the same mean. An attraction between like atoms that decays as slowly as $1/r^2$ makes the cost of a block grow as the logarithm of its length, and the argument of part (d) then does not apply. For an extended array the result needs a temperature well above the transition found here, and the correlation length recovers more slowly than the cluster length: with $w'=0.01$ eV and $x=1/2$, the mean cluster in a row has 9.2 sites at 600 K and 4.7 at 900 K, against 7.9 and 4.6 for the isolated row, while $\xi$ is 10 and 2.3 sites, against 3.4 and 1.8.

The numerical output below lists the main values used.

## Computed results

```
unlike-bond cost w = 0.10 eV; site spacing = 3.0 angstrom
T = 900 K: kT = 0.07756 eV, w/kT = 1.2894, exp(w/kT) = 3.631
  x=1/2: mean cluster = 4.63 sites = 13.9 angstrom
  x=1/2: correlation length = 1.77 sites, rho = 0.5681
  x=1/2: f'' = 0.08545 eV per site
  x=1/4: R = 3.184, mean A cluster = 2.79 sites
  x=1/4: mean B cluster = 8.37 sites
  potential window x=0.1 to 0.9 = 0.11151 eV
T = 600 K: kT = 0.05170 eV, w/kT = 1.9341, exp(w/kT) = 6.918
  x=1/2: mean cluster = 7.92 sites = 23.8 angstrom
  x=1/2: correlation length = 3.43 sites, rho = 0.7474
  x=1/2: f'' = 0.02990 eV per site
  x=1/4: R = 6.012, mean A cluster = 4.67 sites
  x=1/4: mean B cluster = 14.02 sites
  potential window x=0.1 to 0.9 = 0.03962 eV
T = 300 K: kT = 0.02585 eV, w/kT = 3.8682, exp(w/kT) = 47.855
  x=1/2: mean cluster = 48.85 sites = 146.6 angstrom
  x=1/2: correlation length = 23.92 sites, rho = 0.9591
  x=1/2: f'' = 0.00216 eV per site
  x=1/4: R = 41.447, mean A cluster = 28.30 sites
  x=1/4: mean B cluster = 84.89 sites
  potential window x=0.1 to 0.9 = 0.00288 eV
low-T estimate of A cluster, x=1/4, 300 K = 27.63 sites
fixed potential difference = 0.02 eV
  minority cluster at 900 K = 3.03 sites
  minority cluster at 600 K = 2.89 sites
  minority cluster at 300 K = 1.86 sites
random-mixing false critical temperature = 1160 K
random-mixing false gap at 600 K: x = 0.0247 to 0.9753
random-mixing f'' at x=1/2, 600 K = -0.1932 eV per site
second-neighbour unlike cost = 0.01 eV
  x=1/2 cluster with it at 900 K = 5.23 sites
  x=1/2 cluster with it at 600 K = 10.35 sites
  x=1/2 cluster with it at 300 K = 102.43 sites
row coupling 0.0100 eV: true separation below 526 K
row coupling 0.0010 eV: true separation below 295 K
row coupling 0.0001 eV: true separation below 199 K
finite row = 1000 angstrom = 333 sites
  mean number of A/B boundaries at 300 K = 6.80
  one boundary on average at T = 200 K
x=1/2 cluster at 300 K if w = 0.08 eV: 23.1 sites
x=1/2 cluster at 300 K if w = 0.12 eV: 104.7 sites
exchange barrier = 1.0 eV, attempt rate = 1e+13 per s
  exchange rate at 600 K = 3.98e+04 per s
  exchange rate at 300 K = 1.59e-04 per s
  one exchange per 100 s at T = 336 K
  x=1/2 cluster at that T = 32.6 sites
```
